# Wannier interpolation: exactness on the mesh and error between mesh points

Suppose band energies have been computed at a few wavevectors and are wanted at many others. Wannier interpolation turns the computed energies and states into hopping matrices, sums a Fourier series to get the Hamiltonian matrix at any wavevector, and diagonalizes that matrix. This problem asks how accurate the result is.

Consider a one-dimensional crystal of period \(a\) with a group of \(J\) bands separated by gaps from all others. Write \(\theta=ka\) for the dimensionless wavevector and let the integer \(R\) number the unit cells. The band energies and states are known at the \(N\) points

\[
\theta_j=\frac{2\pi j}{N},\qquad j=0,\dots,N-1 .
\]

Energies are in hartree (Ha) and lengths in bohr. The norm \(\|X\|\) of a matrix is its largest singular value.

## (a) From Bloch states to hoppings

**Question.** Let \(E(\theta)\) be the diagonal matrix of the \(J\) energies. A unitary matrix \(U(\theta)\) mixes the Bloch states \(|\psi_{b\theta}\rangle\) at each wavevector:

\[
|\phi_{n\theta}\rangle=\sum_b|\psi_{b\theta}\rangle U_{bn}(\theta).
\]

Find the Hamiltonian matrix in these states and its matrix elements between Wannier functions.

**Solution.** Bloch states at different wavevectors are not coupled by the crystal Hamiltonian \(\hat H\). At one wavevector,

\[
H_{mn}(\theta)=\langle\phi_{m\theta}|\hat H|\phi_{n\theta}\rangle
=\sum_b U_{bm}^*E_bU_{bn},
\qquad H=U^\dagger EU .
\]

The choice of \(U(\theta)\) is called the gauge. We take it periodic, so that \(H(\theta+2\pi)=H(\theta)\).

The \(N\) mesh points are the allowed wavevectors of a ring of \(N\) cells. With Bloch states normalized on this ring, define

\[
|Rn\rangle=\frac1{\sqrt N}\sum_j e^{-i\theta_jR}|\phi_{n\theta_j}\rangle .
\]

In \(\langle0m|\hat H|Rn\rangle\), the two factors \(1/\sqrt N\) multiply to \(1/N\), and orthogonality leaves one sum over wavevectors:

\[
\langle0m|\hat H|Rn\rangle=[H_N(R)]_{mn},\qquad
H_N(R)=\frac1N\sum_j e^{-i\theta_jR}H(\theta_j). \tag{1}
\]

These are the hoppings of the finite ring. As \(N\to\infty\), the spacing is \(d\theta=2\pi/N\), so \(1/N\) becomes \(d\theta/2\pi\). The hoppings of the infinite crystal are therefore

\[
H(R)=\frac1{2\pi}\int_0^{2\pi}e^{-i\theta R}H(\theta)\,d\theta . \tag{2}
\]

Since \(H(\theta)\) is Hermitian, conjugating (1) and (2) gives \(H_N(-R)=H_N(R)^\dagger\) and \(H(-R)=H(R)^\dagger\).

## (b) What happens at the mesh points

**Question.** Define the interpolated matrix by

\[
H_{\rm int}(\theta)=\sum_R w_Re^{i\theta R}H_N(R), \tag{3}
\]

where \(w_R=1\) for \(|R|<N/2\), \(w_R=\tfrac12\) for \(|R|=N/2\), and \(w_R=0\) otherwise. Show that it returns the input eigenvalues at every mesh point. Does this require a smooth gauge?

**Solution.** Insert (1) into (3) at a mesh point \(\theta_l\):

\[
H_{\rm int}(\theta_l)=\sum_j H(\theta_j)
\left[\frac1N\sum_Rw_Re^{i(\theta_l-\theta_j)R}\right].
\]

The phase equals \(e^{2\pi i(l-j)R/N}\), which is unchanged when \(R\) increases by \(N\). Only the remainder of \(R\) modulo \(N\) matters. For odd \(N\), each remainder occurs once with weight 1. For even \(N\), the cells \(N/2\) and \(-N/2\) have the same remainder and share its weight equally. In both cases

\[
\sum_{L=-\infty}^{\infty}w_{R+NL}=1\quad\text{for every }R. \tag{4}
\]

The sum in brackets can thus run over \(r=0,\dots,N-1\) with unit weights. Put \(q=e^{2\pi i(l-j)/N}\). If \(l=j\), then \(q=1\) and the sum is \(N\). If \(l\ne j\), then \(q\neq1\) but \(q^N=1\), so

\[
\sum_{r=0}^{N-1}q^r=\frac{1-q^N}{1-q}=0 .
\]

The bracket is therefore \(\delta_{lj}\), and

\[
H_{\rm int}(\theta_l)=H(\theta_l)=U^\dagger(\theta_l)E(\theta_l)U(\theta_l). \tag{5}
\]

A unitary change of basis preserves eigenvalues, so the input energies return exactly, apart from rounding in a computation. No smoothness was used: a different unitary matrix could be chosen at random at each mesh point.

The proof also works for the one-sided set \(R=0,\dots,N-1\) with unit weights. Agreement on the mesh therefore says nothing about accuracy between its points.

If the bands are not isolated, one may first select a \(J\)-dimensional subspace at each \(\theta_j\). Equation (5) then returns the eigenvalues of \(\hat H\) within that subspace, which need not all be original band energies.

## (c) The error between mesh points

**Question.** Suppose that \(H(\theta)\) is continuous and \(\sum_R\|H(R)\|\) is finite. Express \(H_{\rm int}(\theta)-H(\theta)\) through the true hoppings.

**Solution.** Under these assumptions the Fourier series converges to the function:

\[
H(\theta)=\sum_{R'}e^{i\theta R'}H(R').
\]

Substitute it into (1) and exchange the sums, which absolute convergence permits:

\[
H_N(R)=\sum_{R'}H(R')\left[\frac1N\sum_je^{i\theta_j(R'-R)}\right].
\]

By the same geometric sum as before, the bracket is 1 when \(R'-R\) is a multiple of \(N\), and 0 otherwise. Hence

\[
H_N(R)=\sum_{L=-\infty}^{\infty}H(R+NL). \tag{6}
\]

This is aliasing: the mesh cannot distinguish hoppings whose ranges differ by \(N\) cells, so it adds them.

Separate the term \(L=0\) in (6), insert the result into (3), and subtract the series for \(H(\theta)\). The \(L=0\) terms combine to \(\sum_R(w_R-1)e^{i\theta R}H(R)\). Thus

\[
H_{\rm int}(\theta)-H(\theta)=A(\theta)-D(\theta), \tag{7}
\]

\[
A=\sum_Rw_Re^{i\theta R}\sum_{L\ne0}H(R+NL),
\qquad
D=\sum_R(1-w_R)e^{i\theta R}H(R).
\]

The matrix \(D\) contains the neglected hoppings, including the missing half of those at \(|R|=N/2\). The matrix \(A\) contains hoppings that reappear with the phase of another cell: those with \(|R|>N/2\) take the phase of a shorter range, and for even \(N\) half of each hopping at \(R=\pm N/2\) takes the phase of the opposite cell. At a mesh point the two phases agree and \(A=D\), in accordance with (5).

## (d) A bound on the eigenvalue error

**Question.** Bound the error of each eigenvalue, counted in ascending order, by the hoppings that the interpolation does not treat correctly.

**Solution.** Define the weighted tail

\[
\tau_N=\sum_R(1-w_R)\|H(R)\| . \tag{8}
\]

Phase factors have modulus 1, so the triangle inequality gives \(\|D\|\le\tau_N\) at once. For the aliased part it gives

\[
\|A\|\le\sum_Rw_R\sum_{L\ne0}\|H(R+NL)\|.
\]

Name the true range \(R'=R+NL\). The norm \(\|H(R')\|\) is then multiplied by the sum of \(w_{R'-NL}\) over all \(L\ne0\). By (4), this sum is \(1-w_{R'}\). Hence \(\|A\|\le\tau_N\) as well, and

\[
\|H_{\rm int}(\theta)-H(\theta)\|\le2\tau_N . \tag{9}
\]

To pass to eigenvalues, put \(\Delta=H_{\rm int}-H\). It is Hermitian for real \(\theta\), because \(w_{-R}=w_R\) and \(H_N(-R)=H_N(R)^\dagger\). The min-max principle gives the \(n\)th eigenvalue of a Hermitian matrix \(X\) as

\[
\varepsilon_n(X)=\min_{\dim S=n}\ \max_{v\in S,\ \|v\|=1}v^\dagger Xv .
\]

For every unit vector, \(|v^\dagger\Delta v|\le\|\Delta\|\). Therefore

\[
v^\dagger Hv-\|\Delta\|\le v^\dagger H_{\rm int}v\le v^\dagger Hv+\|\Delta\| .
\]

Taking the maximum in each subspace and then the minimum over subspaces preserves these inequalities. It follows that

\[
|\varepsilon_n(H_{\rm int})-\varepsilon_n(H)|\le\|\Delta\|\le2\tau_N . \tag{10}
\]

One \(\tau_N\) covers neglect and the other covers aliasing. If all hoppings with \(|R|\ge N/2\) vanish, then \(\tau_N=0\) and the interpolation is exact at every \(\theta\).

## (e) Why the error can decay exponentially

**Question.** Assume that \(H(\theta)\) extends analytically to a neighbourhood of the closed strip \(|\operatorname{Im}\theta|\le h\), with \(h>0\). Let \(M\) be the largest value of \(\|H(\theta)\|\) on the two edges of the strip. Bound the hoppings and the eigenvalue error.

**Solution.** The difference \(H(\theta+2\pi)-H(\theta)\) is analytic and vanishes on the real line, so it vanishes throughout the strip. The extended matrix is still periodic.

For \(R>0\), move the integration path in (2) from the real interval to the lower edge. Cauchy's theorem allows this if the vertical sides at real parts 0 and \(2\pi\) are included. Their integrands are equal by periodicity and they are traversed in opposite directions, so they cancel. With \(\theta\) replaced by \(\theta-ih\),

\[
e^{-i(\theta-ih)R}=e^{-i\theta R}e^{-hR},
\]

\[
H(R)=e^{-hR}\frac1{2\pi}\int_0^{2\pi}e^{-i\theta R}H(\theta-ih)\,d\theta .
\]

The average has norm at most \(M\). For \(R<0\), the upper edge gives the corresponding factor \(e^{hR}=e^{-h|R|}\). Thus

\[
\|H(R)\|\le Me^{-h|R|},\qquad R\ne0. \tag{11}
\]

Let \(m=\lceil N/2\rceil\), the smallest integer not below \(N/2\). The factor \(1-w_R\) vanishes for \(|R|<m\) and never exceeds 1. Both signs of \(R\) contribute to the tail, so

\[
\tau_N\le2M\sum_{r=m}^{\infty}e^{-hr}
=\frac{2Me^{-hm}}{1-e^{-h}} .
\]

Combining this with (10) gives

\[
|\varepsilon_n(H_{\rm int})-\varepsilon_n(H)|
\le\frac{4Me^{-hm}}{1-e^{-h}} . \tag{12}
\]

Since \(m\ge N/2\), the bound falls at least as fast as \(e^{-hN/2}\), apart from a constant. The half appears because a ring of \(N\) cells distinguishes separations only up to \(N/2\). For every fixed \(h>0\) the bound tends to zero as \(N\) grows, but a narrow strip makes the prefactor large and the decay slow, and at \(h=0\) the bound is empty. Bound (10) still gives convergence whenever \(\sum_R\|H(R)\|\) is finite, since then \(\tau_N\to0\), but without an exponential rate.

## (f) The role of the gauge, and three dimensions

**Question.** How can an analytic gauge be obtained, and what changes in three dimensions?

**Solution.** Choose \(J\) localized trial orbitals and form their Bloch sums \(|g_{n\theta}\rangle\). Let \(B_{bn}=\langle\psi_{b\theta}|g_{n\theta}\rangle\) and \(S=B^\dagger B\). If \(S\) is invertible, the matrix \(U=BS^{-1/2}\) is unitary, because \(U^\dagger U=S^{-1/2}SS^{-1/2}=1\). In this gauge

\[
H=S^{-1/2}\left(B^\dagger EB\right)S^{-1/2}. \tag{13}
\]

With \(\hat P\) the projector onto the band group,

\[
S_{mn}=\langle g_m|\hat P|g_n\rangle,\qquad
(B^\dagger EB)_{mn}=\langle g_m|\hat P\hat H\hat P|g_n\rangle .
\]

The arbitrary phases of the computed Bloch states have disappeared. For a local potential, the Hamiltonian in the cell-periodic representation is a quadratic polynomial in \(k\); a nonlocal potential must instead be assumed analytic in \(k\). In either case

\[
\hat P=\frac1{2\pi i}\oint\frac{dz}{z-\hat H(k)},
\]

where the contour encloses the energies of the group and no others. The gaps keep the contour clear of the spectrum, so \(\hat P\) is analytic near each real \(k\). Gaussian trial orbitals have analytic Bloch sums; for complex \(k\), the bra is continued as \(\langle g_{m\theta^*}|\). If \(S\) is invertible for all real \(\theta\), then \(S^{-1/2}\) is analytic nearby too. Because the interval from 0 to \(2\pi\) is closed and bounded, some strip of nonzero width works for all of it.

The argument fails if the group touches another band or if \(S\) becomes singular. An arbitrary choice of \(U(\theta_j)\) still satisfies (5). But if the matrices are chosen afresh on each finer mesh, they need not be samples of one fixed smooth function, so there are no \(N\)-independent \(H(R)\), \(h\) and \(M\) to put into the bounds.

In three dimensions, use an \(N\times N\times N\) mesh and a product of three weights. The product weights obey the analogue of (4), so parts (b) to (d) carry over. Assume an analytic gauge periodic in all three directions, with

\[
\|H(\mathbf R)\|\le Me^{-h(|R_1|+|R_2|+|R_3|)} .
\]

Every wrongly treated hopping has at least one \(|R_i|\ge m\). Let

\[
s=\sum_Re^{-h|R|}=\frac{1+e^{-h}}{1-e^{-h}},\qquad
t=\sum_{|R|\ge m}e^{-h|R|}=\frac{2e^{-hm}}{1-e^{-h}} .
\]

Choosing which component is large gives \(\tau_N\le3Ms^2t\). Some hoppings are counted more than once, which is harmless in an upper bound. For \(h=1\) and \(m=3\), direct summation of the envelope \(e^{-h(|R_1|+|R_2|+|R_3|)}\) over all cells with some \(|R_i|\ge m\), each counted once, gives \(2.056\), against \(3s^2t=2.213\). Both numbers are upper bounds on \(\tau_N/M\); their difference is the cost of the overcounting.

## (g) A two-band example

**Question.** Test the results for one electron in a crystal with two unequal wells per cell:

\[
V(x)=-\sum_R\sum_{j=1}^2d_j
\exp\left[-\frac{(x-x_j-Ra)^2}{2w^2}\right].
\]

Take \(a=8.0\) bohr, \(w=1.0\) bohr, \(x_1=0\), \(x_2=3.6\) bohr, \(d_1=1.5\) Ha and \(d_2=1.2\) Ha. Use a Gaussian trial orbital of width 1.0 bohr at each well.

**Solution.** Diagonalization in 33 plane waves gives a lowest band from \(-1.0167\) to \(-1.0087\) Ha and a second from \(-0.7785\) to \(-0.7447\) Ha. A gap of 0.422 Ha lies above them, so they form an isolated group with \(J=2\). The smallest singular value of \(B\) on the fine grid is 0.966, so \(S\) is far from singular there.

The hopping norms at \(R=1,2,4,8\) are \(1.87\times10^{-2}\), \(3.23\times10^{-4}\), \(8.69\times10^{-7}\) and \(2.56\times10^{-11}\) Ha. Between \(R=4\) and \(R=8\), the mean decay rate per cell is

\[
\frac14\ln\frac{8.69\times10^{-7}}{2.56\times10^{-11}}\approx2.6 .
\]

The rate is still falling over this range, from 2.70 between \(R=4\) and 5 to 2.54 between \(R=7\) and 8. It is not an admissible strip width: the second and third bands meet at a complex wavevector with \(|\operatorname{Im}\theta|\approx2.33\), so \(h\) must stay below that value.

For \(N=8\), the hoppings at \(R=\pm4\) each enter (8) with weight \(\tfrac12\), and longer ones with weight 1:

\[
\tau_8\approx8.691\times10^{-7}
+2(5.855+0.425+0.032+0.003)\times10^{-8}
\approx9.95\times10^{-7}\ \text{Ha}.
\]

The bound (10) is therefore \(1.99\times10^{-6}\) Ha. For the geometric bound, take \(h=1\). The largest norm at the sampled points on the strip edges is \(M=1.0205\) Ha, and \(m=4\):

\[
\frac{4(1.0205)e^{-4}}{1-e^{-1}}\approx0.118\ \text{Ha}.
\]

The table gives the largest errors on a grid of 241 values of \(\theta\), relative to direct diagonalization in the same plane-wave basis. All entries except \(N\) are in Ha.

| \(N\) | Band error | Matrix error | \(2\tau_N\) | Bound (12) |
|---:|---:|---:|---:|---:|
| 4 | \(2.7\times10^{-5}\) | \(2.7\times10^{-4}\) | \(7.1\times10^{-4}\) | 0.87 |
| 5 | \(3.8\times10^{-5}\) | \(4.8\times10^{-5}\) | \(6.2\times10^{-5}\) | 0.32 |
| 8 | \(1.1\times10^{-7}\) | \(6.7\times10^{-7}\) | \(2.0\times10^{-6}\) | 0.12 |
| 12 | \(7.2\times10^{-10}\) | \(3.2\times10^{-9}\) | \(9.9\times10^{-9}\) | 0.016 |
| 16 | \(4.9\times10^{-12}\) | \(1.9\times10^{-11}\) | \(6.0\times10^{-11}\) | 0.0022 |

At \(N=16\) the largest band error on this grid is \(4.9\times10^{-12}\) Ha, or \(1.3\times10^{-7}\) meV. This measures interpolation alone, not the accuracy of the model. Bound (12) is very loose here, and two of the causes are easy to name. First, \(h=1\) is well below the observed decay rate, so the ratio of bound (12) to \(2\tau_N\) grows along the table. Second, \(M\) is dominated by the on-site matrix, whose norm is \(\|H(0)\|=1.01\) Ha; this term depends on the zero of energy and does not enter the interpolation error. The hopping tail gives a much closer estimate.

The band error rises from \(N=4\) to \(N=5\), although the matrix error falls. For even \(N\), put \(T=H(N/2)\) and \(\varphi=N\theta/2\). The contribution of \(R=\pm N/2\) to the matrix error is

\[
(T+T^\dagger)\cos\varphi-(Te^{i\varphi}+T^\dagger e^{-i\varphi})
=-i(T-T^\dagger)\sin\varphi .
\]

The potential and trial orbitals are real, so \(H(-\theta)=H(\theta)^*\) and \(T\) is real. The diagonal of \(T-T^\dagger\) then vanishes. This contribution has no first-order effect on a state confined to one orbital. For a general unit vector \(v=(v_1,v_2)\), its first-order effect is \(2(T_{12}-T_{21})\operatorname{Im}(v_1^*v_2)\sin\varphi\), so only the imaginary part of the mixing counts. In this model \(2|\operatorname{Im}(v_1^*v_2)|\) stays below 0.14. At \(N=4\) the \(R=\pm2\) term has norm \(2.4\times10^{-4}\) Ha but moves the bands by only \(2.7\times10^{-5}\) Ha. The longer hoppings alone would move them by \(3.6\times10^{-5}\) Ha, close to the error at \(N=5\), and the two parts partly cancel.

On the mesh, the eigenvalue errors are at most \(4.0\times10^{-15}\) Ha in the smooth gauge and \(5.3\times10^{-15}\) Ha in a random gauge. Between mesh points, the random gauge gives largest errors of 0.0895, 0.0941 and 0.0905 Ha for \(N=8,16,32\), with no useful convergence.

The one-sided set \(R=0,\dots,11\) also reproduces the matrices on the mesh for \(N=12\), but its largest matrix error elsewhere is 0.038 Ha. It assigns the hopping from \(R=-1\) to \(R=11\). Midway between mesh points \(e^{12i\theta}=-1\), so this hopping has the wrong sign. The resulting error is \(2\|H(-1)\|\approx0.037\) Ha, which accounts for most of the total. Because these weights lack the symmetry \(w_{-R}=w_R\), the matrix is also not Hermitian between mesh points: its eigenvalues can be complex, and the step to (10) does not apply.

The numerical check also evaluates \(H\) on the shifted contour. The hoppings for \(R=1\) to 10 agree with those from real \(\theta\) within \(10^{-15}\) Ha. This supports the use of the strip \(h=1\), though sampling its edges does not prove analyticity throughout it.

## Numbers as computed

```
Period: 8.0 bohr; well and trial widths: 1.0, 1.0 bohr
Well positions: 0.0, 3.6 bohr
Well depths: 1.5, 1.2 Ha
Plane waves: 33; fine theta points: 241; dense mesh: 61
Band 1 range: -1.016662 to -1.008696 Ha
Band 2 range: -0.778510 to -0.744652 Ha
Band 3 range: -0.322473 to -0.138935 Ha
Gap above the two-band group: 0.422179 Ha
Least singular value of trial overlap: 0.9656 (dimensionless)
Hopping norm, R=0: 1.0116e+00 Ha
Hopping norm, R=1: 1.8728e-02 Ha
Hopping norm, R=2: 3.2271e-04 Ha
Hopping norm, R=3: 1.4652e-05 Ha
Hopping norm, R=4: 8.6913e-07 Ha
Hopping norm, R=5: 5.8549e-08 Ha
Hopping norm, R=6: 4.2513e-09 Ha
Hopping norm, R=7: 3.2439e-10 Ha
Hopping norm, R=8: 2.5641e-11 Ha
Strip half-width h: 1.0 (dimensionless); edge norm M: 1.0205 Ha
Largest shifted-contour difference: 6.7e-16 Ha
Real-space hopping difference, N=12, R=1: 5.9e-16 Ha
Largest mesh eigenvalue error, smooth gauge: 4.0e-15 Ha
Largest mesh eigenvalue error, random gauge: 5.3e-15 Ha
Largest aliasing-identity difference: 2.7e-15 Ha
Largest error-split difference: 2.9e-14 Ha
Columns (Ha): band error, matrix error, 2*tau, geometric bound
N= 4: 2.655e-05  2.740e-04  7.078e-04  8.739e-01
N= 5: 3.804e-05  4.813e-05  6.234e-05  3.215e-01
N= 6: 1.372e-06  1.157e-05  3.303e-05  3.215e-01
N= 8: 1.116e-07  6.664e-07  1.991e-06  1.183e-01
N=10: 8.672e-09  4.436e-08  1.355e-07  4.351e-02
N=12: 7.239e-10  3.167e-09  9.912e-09  1.601e-02
N=16: 4.912e-12  1.875e-11  6.042e-11  2.166e-03
N=8 largest neglected part: 8.879e-07 Ha; aliased part: 8.879e-07 Ha
N=8 sample theta: 0.392699 rad
Sample band 1: direct -1.01637906, interpolated -1.01637903 Ha
Sample band 2: direct -0.74605511, interpolated -0.74605506 Ha
N=16 largest band error: 1.336e-07 meV
Random gauge, N=8: largest band error 0.0895 Ha
Random gauge, N=16: largest band error 0.0941 Ha
Random gauge, N=32: largest band error 0.0905 Ha
One-sided R set, N=12: mesh error 2.2e-15 Ha, largest matrix error 0.0381 Ha
3D tail/M, h=1, m=3: sum 2.0557, bound 2.2129 (dimensionless)
```
